# Comparing d-shell splittings in octahedral, tetrahedral and cubic point-charge fields

## Problem

A metal ion with one d shell sits at the origin. Around it are $N$ equal point ligands, each of charge $-q$ with $q>0$, at the same distance $a$ and in the directions of the unit vectors $\mathbf n_i$. Three arrangements are compared:

- octahedron, $N=6$: $\mathbf n_i=\pm\hat x,\ \pm\hat y,\ \pm\hat z$;
- cube, $N=8$: $\mathbf n_i=(s_1,s_2,s_3)/\sqrt3$ with every choice of signs $s_j=\pm1$;
- tetrahedron, $N=4$: the four cube corners with $s_1s_2s_3=+1$.

In Hartree atomic units an electron, whose charge is $-1$, has the potential energy

$$V(\mathbf r)=q\sum_{i=1}^{N}\frac{1}{|\mathbf r-a\mathbf n_i|},$$

which is positive because the ligands repel it. The five d orbitals share a fixed radial function $R(r)$ with $\int_0^\infty R^2r^2\,dr=1$. The field is treated to first order: $V$ is diagonalized within these five orbitals, and mixing with other shells is left out.

The orbitals fall into two sets, $e=\{z^2,\ x^2-y^2\}$ and $t_2=\{xy,\ yz,\ zx\}$. (The octahedron and the cube have an inversion centre, and their labels usually carry a subscript $g$, which is dropped here.) Define the splitting with its sign,

$$\Delta=E(e)-E(t_2).$$

Find $\Delta_{\rm tet}/\Delta_{\rm oct}$ and $\Delta_{\rm cube}/\Delta_{\rm oct}$. The tetrahedron has no inversion centre, so its potential contains odd harmonics. Do they affect the answer?

For numbers, take the round model values $q=2$, $a=4$ bohr and $R\propto r^2e^{-\zeta r}$ with $\zeta=3$ per bohr.

## First estimate by scaling

Close to the metal, $V$ can be expanded in powers of $r/a$. Each ligand contributes terms of size $q\,r^k/a^{k+1}$, and the question is which $k$ first splits the d shell.

The constant term, $k=0$, shifts all orbitals equally. A quadratic term must respect the symmetry of the ligands. All three arrangements allow half-turns about the axes, which reverse two coordinates at a time and so forbid $xy$, $yz$ and $zx$. They also allow cyclic exchange of the axes, which leaves only a multiple of $x^2+y^2+z^2$. This does not satisfy Laplace's equation, as the potential must between the ligands, so there is no quadratic term. Linear and cubic terms change sign under $\mathbf r\to-\mathbf r$, whereas the density of a d orbital does not, so they average to zero. The first useful order is $k=4$. If each ligand contributes fully,

$$|\Delta|\sim Nq\,\frac{\langle r^4\rangle}{a^5}.$$

The sign follows from the shapes. In the octahedron the lobes of $x^2-y^2$ point at ligands while $xy$ vanishes on the axes, so $e$ should lie higher. Along a body diagonal $x^2=y^2=z^2$, so both $e$ functions vanish there, while the $t_2$ functions do not. In the cube and the tetrahedron $t_2$ should therefore lie higher, and $\Delta$ should be negative.

The estimated ratios are thus $-4/6\approx-0.67$ for the tetrahedron and $-8/6\approx-1.33$ for the cube. The orbital shapes give a sign and counting ligands gives an order of magnitude, but the count ignores how effectively a ligand in a given direction splits the shell.

## Exact solution within the model

### Which harmonics act

Write $\mathbf r=r\mathbf u$, where $\mathbf u=(x,y,z)$ is from here on a unit vector. Let $r_<$ and $r_>$ be the smaller and larger of $r$ and $a$. The Legendre expansion of the Coulomb potential gives

$$V=q\sum_{k=0}^{\infty}\frac{r_<^k}{r_>^{k+1}}A_k(\mathbf u),\qquad A_k(\mathbf u)=\sum_iP_k(\mathbf n_i\cdot\mathbf u).$$

This form also holds for the part of the electron density beyond the ligands.

A matrix element contains the product of two d functions. Each is a quadratic form on the sphere, so the product is a polynomial of degree four that is even under inversion. It contains harmonics of degree 0, 2 and 4 only. Since harmonics of different degree are orthogonal, every odd $k$ and every $k>4$ drops out.

The remaining sums need $\sum_i(\mathbf n_i\cdot\mathbf u)^2$ and $\sum_i(\mathbf n_i\cdot\mathbf u)^4$. For the octahedron the squares add to $2(x^2+y^2+z^2)=2$. For the cube and tetrahedron we expand $(s_1x+s_2y+s_3z)^2/3$. The cross terms contain $s_1s_2$ and its partners, which sum to zero over either set of corners, leaving $8/3$ and $4/3$. In each case the result is $N/3$, so with $P_2(c)=(3c^2-1)/2$,

$$A_2=\tfrac12\left(3\cdot\tfrac N3-N\right)=0.$$

The term $k=0$ has $A_0=N$ and gives the common shift $NqF_0$, where $F_0=\int_0^\infty R^2r^2\,r_>^{-1}\,dr$.

### The fourth-degree field

Let $S=x^4+y^4+z^4$ and $Q=x^2y^2+y^2z^2+z^2x^2$. Squaring $x^2+y^2+z^2=1$ gives $S+2Q=1$, so $Q=(1-S)/2$.

For the octahedron, $\sum_i(\mathbf n_i\cdot\mathbf u)^4=2S$. For the cube,

$$\sum_i(\mathbf n_i\cdot\mathbf u)^4=\frac19\sum_{s}(s_1x+s_2y+s_3z)^4=\frac89(S+6Q)=\frac89(3-2S).$$

Terms such as $x^3y$ and $x^2yz$ carry a factor $s_1s_2$ or $s_2s_3$ and cancel in the sum. They cancel over the four tetrahedral corners as well, so the tetrahedron gives $\frac49(3-2S)$.

Now insert these sums in $P_4(c)=(35c^4-30c^2+3)/8$. For the octahedron,

$$A_4=\frac{70S-60+18}{8}=\frac{35}{4}\left(S-\frac35\right).$$

For the cube,

$$A_4=\frac18\left[\frac{280}{9}(3-2S)-80+24\right]=\frac{336-560S}{72}=-\frac89\cdot\frac{35}{4}\left(S-\frac35\right).$$

For the tetrahedron each of the three terms in the bracket is halved. All cases are therefore covered by

$$A_4=g\,\frac{35}{4}\left(S-\frac35\right),\qquad g_{\rm oct}=1,\quad g_{\rm tet}=-\frac49,\quad g_{\rm cube}=-\frac89.$$

The angular shape of the field is the same in all three arrangements, and the radial factor $r_<^4/r_>^5$ is also the same. The splittings must therefore stand in the ratio of the $g$ values, provided the octahedral splitting is not zero. Its value comes next.

### The octahedral splitting

Angle brackets around a function of $\mathbf u$ denote an average over the unit sphere. The averages of monomials follow from a Gaussian weight $e^{-r^2/2}$ in three dimensions. Under this weight $x^{2l}y^{2m}z^{2n}$ has the mean $(2l-1)!!\,(2m-1)!!\,(2n-1)!!$, with $(-1)!!=1$, and $r^{2p}$ has the mean $(2p+1)!!$. The monomial factors into $r^{2p}$, with $p=l+m+n$, times its value on the unit sphere, so

$$\langle x^{2l}y^{2m}z^{2n}\rangle=\frac{(2l-1)!!\,(2m-1)!!\,(2n-1)!!}{(2p+1)!!}.$$

The normalized function $d_{xy}=\sqrt{15/4\pi}\,xy$ gives the angular expectation value

$$\left\langle 15x^2y^2\left(S-\tfrac35\right)\right\rangle=15\left(\frac{15}{945}+\frac{15}{945}+\frac{3}{945}\right)-\frac35=\frac{11}{21}-\frac35=-\frac{8}{105}.$$

Here $\langle15x^2y^2\rangle=1$ was used for the last term. Permuting the axes gives the same value for $yz$ and $zx$.

Off-diagonal elements vanish because $S$ is even in each coordinate and symmetric under exchange of axes. A product of two different $t_2$ functions, or of an $e$ and a $t_2$ function, is odd in some coordinate. The product of $d_{z^2}\propto3z^2-1$ and $d_{x^2-y^2}\propto\sqrt3(x^2-y^2)$ changes sign under $x\leftrightarrow y$.

The two $e$ functions have equal energies. To see this, turn $z^2$ into $x^2$:

$$3x^2-1=-\tfrac12(3z^2-1)+\tfrac{\sqrt3}{2}\,\sqrt3(x^2-y^2).$$

By symmetry the left side has the energy $E_{z^2}$. Since there is no cross term, the right side gives $\frac14E_{z^2}+\frac34E_{x^2-y^2}$, and hence $E_{z^2}=E_{x^2-y^2}$.

Their common value follows from the trace. The sum of the five squared d functions is

$$\frac{5}{16\pi}\left[(3z^2-1)^2+3(x^2-y^2)^2+12Q\right]=\frac{5}{16\pi}(4S-4Q+12Q)=\frac{5}{4\pi},$$

where $3z^2-1=2z^2-x^2-y^2$ was used, and $4S+8Q=4$. This density is spherical, and $\langle S\rangle=3\cdot\frac15=\frac35$, so the five expectation values of $S-\frac35$ add to zero. If each $e$ orbital has the value $\epsilon$, then $2\epsilon-3\cdot\frac{8}{105}=0$ and $\epsilon=\frac{4}{35}$. The difference between the sets is

$$\frac{4}{35}+\frac{8}{105}=\frac{20}{105}=\frac{4}{21}.$$

With the radial integral $F_4=\int_0^\infty R^2r^2\,(r_<^4/r_>^5)\,dr$, the splitting is

$$\Delta=g\,\frac{35}{4}\cdot\frac{4}{21}\,qF_4=g\,\frac53\,qF_4.$$

Since $F_4>0$, the octahedral splitting is positive, and

$$\boxed{\frac{\Delta_{\rm tet}}{\Delta_{\rm oct}}=-\frac49,\qquad\frac{\Delta_{\rm cube}}{\Delta_{\rm oct}}=-\frac89.}$$

The levels themselves are

$$E(e)=NqF_0+\tfrac35\Delta,\qquad E(t_2)=NqF_0-\tfrac25\Delta,$$

because $\frac{35}{4}\cdot\frac{4}{35}=1=\frac35\cdot\frac53$ and $\frac{35}{4}\cdot\frac{8}{105}=\frac23=\frac25\cdot\frac53$. Weighted by the two and three orbitals, the displacements cancel.

### What the odd harmonics do

The tetrahedron has a cubic harmonic in its field. In $\sum_s(s_1x+s_2y+s_3z)^3$ only the term $6s_1s_2s_3\,xyz$ survives, and it gives $24xyz$. The linear sum vanishes. With $P_3(c)=(5c^3-3c)/2$,

$$A_3=\frac52\cdot\frac{24\,xyz}{3\sqrt3}=\frac{20}{\sqrt3}\,xyz.$$

A cube is this tetrahedron together with its inverted image. Adding the two fields doubles the even harmonics and cancels the odd ones, which is why the splitting in the cube is twice the tetrahedral one.

The odd field is not small. On the sphere $r=2$ bohr of the numerical model, its root-mean-square value is 0.070 hartree, against 0.022 hartree for the even part without its constant. It is absent from the d splitting because of parity.

It does couple the d shell to p orbitals. For $p_x=\sqrt{3/4\pi}\,x$ and $d_{yz}=\sqrt{15/4\pi}\,yz$ the angular factor is

$$\sqrt{45}\cdot\frac{20}{\sqrt3}\,\langle x^2y^2z^2\rangle=\frac{20\sqrt{15}}{105}=\frac{4\sqrt{15}}{21}\approx0.738,$$

and the same holds for the cyclic partners. An $e$ function has no such coupling, since its product with $xyz$ and one coordinate is odd in the other two. In second order, a p shell above the d shell therefore lowers $t_2$ in the tetrahedron and leaves $e$ where it is. As $t_2$ is the upper level there, weak mixing of this kind reduces $|\Delta_{\rm tet}|$. The ratio $-4/9$ is a first-order result for a pure d shell.

## Comparison of the two

For the model orbital the normalization is $(2\zeta)^7/6!$, so

$$\langle r^4\rangle=\frac{10!}{6!\,(2\zeta)^4}=\frac{5040}{1296}=3.889\ \text{bohr}^4,\qquad\frac{\langle r^4\rangle}{a^5}=\frac{3.889}{1024}=0.003798.$$

The full radial integral is $F_4=0.003796$. The compact-shell value exceeds it by 0.04 percent of $F_4$, because for $r>a$ the true factor $a^4/r^5$ is smaller than $r^4/a^5$. The octahedral splitting is

$$\Delta_{\rm oct}=\tfrac53\cdot2\cdot0.003796=0.01265\ \text{hartree}=0.344\ \text{eV}.$$

Multiplication by $-\frac49$ and $-\frac89$ gives $-0.00562$ hartree ($-0.153$ eV) for the tetrahedron and $-0.01125$ hartree ($-0.306$ eV) for the cube. The numerical check integrates the complete Coulomb potential in three dimensions, without a multipole expansion, and finds the same splittings. For the octahedron the levels are $3.00000+0.00759=3.00759$ hartree for $e$ and $3.00000-0.00506=2.99494$ hartree for $t_2$. The common shift is over two hundred times the splitting.

The scaling estimate compares as follows.

| Arrangement | Estimate of $\lvert\Delta\rvert$ (hartree) | $\lvert\Delta\rvert$ in the model (hartree) | Estimated ratio | Ratio in the model |
|---|---|---|---|---|
| Octahedron | 0.0456 | 0.01265 | 1 | 1 |
| Tetrahedron | 0.0304 | 0.00562 | $-0.67$ | $-0.444$ |
| Cube | 0.0608 | 0.01125 | $-1.33$ | $-0.889$ |

The signs are right, as is the factor of two between cube and tetrahedron. The magnitudes are too large by 3.6 for the octahedron and 5.4 for the other two. Both estimated ratios are therefore too large by the same factor, $3/2$.

This factor has a simple origin. The function $K(\mathbf u)=S-\frac35$ is a harmonic of degree four, so the addition theorem for spherical harmonics gives

$$\int P_4(\mathbf n\cdot\mathbf u)\,K(\mathbf u)\,d\Omega=\frac{4\pi}{9}K(\mathbf n).$$

The strength with which a ligand in direction $\mathbf n$ produces this fourth-degree field is thus proportional to $K(\mathbf n)$. On an axis $K=1-\frac35=\frac25$, and on a body diagonal $K=\frac13-\frac35=-\frac{4}{15}$. A corner ligand is $-\frac23$ times as effective as an axial one. Correcting the ligand count by this factor gives

$$\frac46\left(-\frac23\right)=-\frac49,\qquad\frac86\left(-\frac23\right)=-\frac89.$$

The ratios do not depend on $q$, $a$ or the shape of $R(r)$, as long as these are common to the three arrangements. If the distances differ, a compact shell brings in a further factor $(a_{\rm oct}/a_{\rm tet})^5$, so a modest change of bond length alters the ratio noticeably. Different radial functions, covalent bonding and mixing with other shells lie outside the model. At the values used here the mixing is not negligible. For the Hartree–Fock 3d level of Ti$^{3+}$ among the same point charges ($q=2$, $a=4$ bohr), first order again gives $-\frac49$ and $-\frac89$, but letting the shells mix and relax lowers $|\Delta_{\rm tet}|$ by a fifth to a quarter, depending on the basis set. The splittings above are first-order model values, not predictions for a real complex.

## Table of computed values

```
ligand charge magnitude q = 2.0 e
ligand distance a = 4.0 bohr
orbital exponent zeta = 3.0 1/bohr
<r^4> = 3.88889 bohr^4
F0 = 0.2499998 hartree per unit charge
F4 = 0.0037962 hartree per unit charge
<r^4>/a^5 = 0.0037977 hartree per unit charge
relative excess of <r^4>/a^5 over F4 = 0.040 percent
<S-3/5> in e = 0.114286, in t2 = -0.076190 (no unit)
octahedral splitting from (5/3) q F4 = 0.0126541 hartree
From the full three-dimensional Coulomb integrals:
octahedron: common shift N q F0 = 2.9999981 hartree
octahedron: E(e) = 3.0075905 hartree
octahedron: E(t2) = 2.9949364 hartree
octahedron: E(e)-E(t2) = 0.0126541 hartree = 0.3443 eV
octahedron: ratio to octahedron = 1.000000 (no unit)
tetrahedron: common shift N q F0 = 1.9999987 hartree
tetrahedron: E(e) = 1.9966243 hartree
tetrahedron: E(t2) = 2.0022483 hartree
tetrahedron: E(e)-E(t2) = -0.0056240 hartree = -0.1530 eV
tetrahedron: ratio to octahedron = -0.444444 (no unit)
cube: common shift N q F0 = 3.9999974 hartree
cube: E(e) = 3.9932486 hartree
cube: E(t2) = 4.0044967 hartree
cube: E(e)-E(t2) = -0.0112481 hartree = -0.3061 eV
cube: ratio to octahedron = -0.888889 (no unit)
-4/9 = -0.444444, -8/9 = -0.888889 (no unit)
Tetrahedral potential on the shell r = 2.0 bohr:
rms of odd part = 0.07047 hartree
rms of non-constant even part = 0.02191 hartree
largest d-d element of odd part below 1e-12 hartree: True
p_x-yz angular factor = 0.73771 (no unit)
p_x-yz element on this shell = 0.04611 hartree
```
